# Why aluminium alkyls undergo beta-hydride elimination without valence d electrons: verification in Python

```python
"""Beta-hydride elimination at aluminium without valence d electrons.

Result under test: four electrons in five orbitals (Al hybrid a, C_alpha,
C_beta, H, empty Al p) pass from the bonds Al-C and C-H to the bonds C=C and
Al-H without a level crossing, because H can bind to the empty p orbital.
  theta : path angle, 0 = alkyl, pi/2 = hydride + alkene
  omega : H binds to cos(omega)*a + sin(omega)*p on Al
  beta  : magnitude of the coupling of a full bond (energy unit of the model)
  g = sin(theta)*cos(theta)*(1+cos(omega));  levels 0, +-sqrt(1+-g)
  barrier/beta = 4 - 2*sqrt(1+cos(omega/2)^2) - 2*sin(omega/2)
  without p    = 4 - 2*sqrt(1+cos(omega)), with a level crossing
A Hartree-Fock calculation on H2Al-C2H5 tests the role of p and d functions
by deleting them from the basis at two fixed, unoptimized geometries.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from pyscf import gto
from pyscf.scf import hf

RY_KJ = (constants.physical_constants["Rydberg constant times hc in J"][0]
         * constants.N_A / 1000.0)


# ---------- five-orbital model, solved by diagonalization ----------
def model(theta, omega, p_level=0.0, cb_level=0.0, with_p=True):
    c, s = np.cos(theta), np.sin(theta)
    ham = np.zeros((5, 5))          # order: a, C_alpha, C_beta, H, p
    for i, j, t in ((0, 1, c), (2, 3, c), (1, 2, s),
                    (0, 3, s * np.cos(omega)), (3, 4, s * np.sin(omega))):
        ham[i, j] = ham[j, i] = -t
    ham[2, 2], ham[4, 4] = cb_level, p_level
    if not with_p:
        ham = ham[:4, :4]
    return np.linalg.eigh(ham)


def model_energy(theta, omega, **options):
    return 2.0 * model(theta, omega, **options)[0][:2].sum()


path = np.linspace(0.0, np.pi / 2, 2001)


def scan_barrier(omega, **options):
    energies = np.array([model_energy(t, omega, **options) for t in path])
    top = int(np.argmax(energies))
    return energies[top] - energies[0], path[top]


def barrier_formula(omega):
    return (4 - 2 * np.sqrt(1 + np.cos(omega / 2) ** 2)
            - 2 * np.sin(omega / 2))


for omega in np.radians([0, 20, 52, 90, 130, 180]):
    for theta in np.radians([0, 13, 30, 45, 71, 90]):
        c, s = np.cos(theta), np.sin(theta)
        g = s * c * (1 + np.cos(omega))
        low = np.sqrt(max(1 - g, 0.0))
        high = np.sqrt(1 + g)
        levels, vectors = model(theta, omega)
        assert np.allclose(levels, [-high, -low, 0, low, high], atol=1e-7)
        if low > 1e-3:
            empty = np.array([s * s * np.sin(omega), 0,
                              -s * c * np.sin(omega), 0,
                              c * c - s * s * np.cos(omega)])
            empty /= np.linalg.norm(empty)
            assert abs(abs(empty @ vectors[:, 2]) - 1) < 1e-7


# ---------- geometries of H2Al-CH2-CH2-H, mirror plane xy ----------
def geometry(r_alc, r_cc, r_ch, angle_alcc, angle_cch, tilt):
    """Lengths in angstrom, angles in degrees; Al at origin, C_alpha on x."""
    def ray(degrees):
        return np.array([np.cos(np.radians(degrees)),
                         np.sin(np.radians(degrees)), 0.0])

    def unit(v):
        return v / np.linalg.norm(v)

    al = np.zeros(3)
    ca = np.array([r_alc, 0.0, 0.0])
    cb = ca + r_cc * ray(180 - angle_alcc)
    h = cb + r_ch * ray(-angle_alcc - angle_cch)
    atoms = [("Al", al), ("C", ca), ("C", cb), ("H", h)]
    z = np.array([0.0, 0.0, 1.0])
    for sign in (1, -1):
        atoms.append(("H", 1.59 * (0.5 * ray(180)
                                   + sign * np.sqrt(0.75) * z)))
        for carbon, other, partner in ((ca, cb, al), (cb, ca, h)):
            axis = unit(unit(carbon - other) + tilt * unit(carbon - partner))
            half = np.radians(56.0)
            atoms.append(("H", carbon + 1.09 * (np.cos(half) * axis
                                                + sign * np.sin(half) * z)))
    return atoms


alkyl_input = (1.98, 1.54, 1.09, 112.0, 111.0, 1.0)
four_input = (2.10, 1.40, 1.65, 85.0, 104.0, 0.5)
alkyl = geometry(*alkyl_input)
four_centre = geometry(*four_input)


# ---------- restricted Hartree-Fock in a chosen part of the basis ----------
def solve_hf(ints, keep, density):
    overlap, core, coulomb, exchange, nuclear, n_occ = ints
    n = len(overlap)
    w, v = np.linalg.eigh(overlap[np.ix_(keep, keep)])
    x = np.zeros((n, len(keep)))
    x[keep] = v / np.sqrt(w)
    focks, errors = [], []
    for cycle in range(200):
        flat = density.ravel()
        fock = core + (coulomb @ flat - 0.5 * (exchange @ flat)).reshape(n, n)
        energy = 0.5 * np.sum(density * (core + fock)) + nuclear
        # The starting density may lie outside the kept space: not stored.
        if cycle > 0:
            fds = fock @ density @ overlap
            error = x.T @ (fds - fds.T) @ x
            if np.abs(error).max() < 1e-5:
                return energy, density
            focks, errors = (focks + [fock])[-8:], (errors + [error])[-8:]
            m = len(focks)
            gram = np.array([[np.sum(p * q) for q in errors] for p in errors])
            system = np.ones((m + 1, m + 1))
            system[:m, :m] = gram / gram.diagonal().max()
            system[m, m] = 0.0
            rhs = np.zeros(m + 1)
            rhs[m] = 1.0
            weights = np.linalg.lstsq(system, rhs, rcond=None)[0][:m]
            fock = sum(q * f for q, f in zip(weights, focks))
        orbitals = x @ eigh(x.T @ fock @ x)[1][:, :n_occ]
        density = 2.0 * orbitals @ orbitals.T
    raise RuntimeError("Hartree-Fock did not converge")


def analyse(atoms):
    mol = gto.M(atom=[(sym, tuple(xyz)) for sym, xyz in atoms],
                basis={"Al": "6-31g*", "C": "6-31g", "H": "6-31g"},
                unit="Angstrom", verbose=0)
    overlap, kinetic = mol.intor("int1e_ovlp"), mol.intor("int1e_kin")
    n = len(overlap)
    eri = mol.intor("int2e").reshape(n, n, n, n)
    ints = (overlap, kinetic + mol.intor("int1e_nuc"),
            eri.reshape(n * n, n * n),
            eri.transpose(0, 3, 1, 2).reshape(n * n, n * n),
            mol.energy_nuc(), mol.nelectron // 2)
    labels = mol.ao_labels(fmt=None)
    d_set = [i for i, q in enumerate(labels) if q[0] == 0 and "d" in q[2]]
    p_set = [i for i, q in enumerate(labels)
             if q[0] == 0 and "p" in q[2] and q[3] == "y"]
    # The most compact p function is the 2p core; the rest are valence.
    p_set.sort(key=lambda i: -kinetic[i, i])
    assert len(d_set) == 5 and len(p_set) == 3
    everything = list(range(n))
    no_d = [i for i in everything if i not in d_set]
    no_dp = [i for i in no_d if i not in p_set[1:]]
    guess = np.asarray(hf.init_guess_by_minao(mol))
    e_all, _ = solve_hf(ints, everything, guess)
    e_no_d, density = solve_hf(ints, no_d, guess)
    # Two starts guard against a higher self-consistent solution.
    e_no_dp = min(solve_hf(ints, no_dp, start)[0]
                  for start in (density, guess))
    population = np.einsum("ij,ji->i", density, overlap)
    p_valence = population[p_set].sum() - 2.0
    h_charge = 1.0 - sum(population[i] for i, q in enumerate(labels)
                         if q[0] == 3)
    return 2 * np.array([e_all, e_no_d, e_no_dp]), p_valence, h_charge


energy_alkyl, p_alkyl, h_alkyl = analyse(alkyl)
energy_four, p_four, h_four = analyse(four_centre)
rise_all, rise_no_d, rise_no_dp = energy_four - energy_alkyl
p_effect = rise_no_dp - rise_no_d
d_effect = rise_no_d - rise_all
assert p_effect > 0 and p_effect > abs(d_effect)
assert p_four > p_alkyl
assert h_four < h_alkyl

# ---------- model at the angle of the four-centre geometry ----------
beta = 0.20
h_position = four_centre[3][1]
phi = np.arctan2(h_position[1], h_position[0])
omega = np.arctan2(np.sin(phi),
                   np.sqrt(1 / 3) + np.sqrt(2 / 3) * np.cos(phi))
barrier, top = scan_barrier(omega)
assert abs(barrier - barrier_formula(omega)) < 1e-6
assert abs(top - np.pi / 4) < 1e-3
gaps = [np.diff(model(t, omega)[0])[1] for t in path]
assert abs(min(gaps) - np.sin(omega / 2)) < 1e-6

# Grid spacing limits the accuracy at the cusp of the path without p.
blocked, crossing = scan_barrier(omega, with_p=False)
assert abs(blocked - (4 - 2 * np.sqrt(1 + np.cos(omega)))) < 3e-3
assert abs(np.tan(crossing) ** 2 - 1 / np.cos(omega)) < 5e-3
theta_cross = np.arctan(1 / np.sqrt(np.cos(omega)))
cross_levels = model(theta_cross, omega, with_p=False)[0]
assert abs(cross_levels[2] - cross_levels[1]) < 1e-7

p_levels = [0.0, 1.0, 2.0, 5.0]
raised = [scan_barrier(omega, p_level=e)[0] for e in p_levels]
assert np.all(np.diff(raised) > 0) and raised[-1] < blocked
assert abs(scan_barrier(omega, p_level=1e4)[0] - blocked) < 5e-3

vectors = model(np.pi / 4, omega)[1]
charges = 1.0 - 2.0 * (vectors[:, :2] ** 2).sum(axis=1)
# Neutral reference: one electron on a, C_alpha, C_beta, H; none on p.
cb_charge = charges[2]
share = np.cos(omega / 2) ** 2
assert abs(cb_charge - share / (1 + share)) < 1e-9
step = 1e-4


def fixed_rise(level):
    return (model_energy(np.pi / 4, omega, cb_level=level)
            - model_energy(0.0, omega, cb_level=level))


slope = (fixed_rise(step) - fixed_rise(-step)) / (2 * step)
assert abs(slope + cb_charge) < 1e-5

ring = scan_barrier(0.0)[0]
pure_p = scan_barrier(np.pi / 2)[0]
inverted = scan_barrier(np.pi)[0]
assert abs(ring - (4 - 2 * np.sqrt(2))) < 1e-6
assert abs(inverted) < 1e-9

# ---------- output ----------
print("MODEL")
print(f"beta (chosen): {beta:.2f} Ry")
print(f"angle H-Al-C, Phi: {np.degrees(phi):.1f} deg")
print(f"mixing angle omega: {np.degrees(omega):.1f} deg")
print(f"barrier with p: {barrier:.3f} beta")
print(f"barrier with p: {barrier * beta:.4f} Ry")
print(f"barrier with p: {barrier * beta * RY_KJ:.0f} kJ/mol")
print(f"smallest gap with p: {min(gaps):.3f} beta")
print(f"barrier without p: {4 - 2 * np.sqrt(1 + np.cos(omega)):.3f} beta")
print(f"barrier without p: {blocked * beta:.4f} Ry")
print(f"barrier without p: {blocked * beta * RY_KJ:.0f} kJ/mol")
print(f"crossing without p at theta: {np.degrees(theta_cross):.1f} deg")
for level, value in zip(p_levels, raised):
    print(f"barrier, p level raised by {level:.0f} beta: {value:.3f} beta")
print(f"C_beta charge at barrier: {cb_charge:+.3f} e")
print(f"d(barrier)/d(C_beta level): {slope:+.3f}")
print(f"barrier, omega = 0 (one Al orbital): {ring:.3f} beta")
print(f"barrier, omega = 90 deg (pure p): {pure_p:.3f} beta")
print(f"barrier, omega = 180 deg: {abs(inverted):.3f} beta")
print("HARTREE-FOCK, H2Al-C2H5, fixed geometries")
for name, data, atoms in (("alkyl", alkyl_input, alkyl),
                          ("four-centre", four_input, four_centre)):
    print(f"{name}: Al-C, C-C, C-H = {data[0]:.2f}, {data[1]:.2f}, "
          f"{data[2]:.2f} angstrom")
    print(f"{name}: angles Al-C-C, C-C-H = {data[3]:.0f}, {data[4]:.0f} deg")
    print(f"{name}: Al...H = {np.linalg.norm(atoms[3][1]):.2f} angstrom")
print(f"energy rise, full basis: {rise_all:.4f} Ry")
print(f"energy rise, no Al d: {rise_no_d:.4f} Ry")
print(f"energy rise, no Al d, no valence p: {rise_no_dp:.4f} Ry")
print(f"extra rise from deleting p: {p_effect:.4f} Ry")
print(f"extra rise from deleting p: {p_effect * RY_KJ:.0f} kJ/mol")
print(f"extra rise from deleting d: {d_effect:.4f} Ry")
print(f"extra rise from deleting d: {d_effect * RY_KJ:.0f} kJ/mol")
print(f"Mulliken Al valence p, alkyl: {p_alkyl:.3f} electrons")
print(f"Mulliken Al valence p, four-centre: {p_four:.3f} electrons")
print(f"Mulliken charge of moving H, alkyl: {h_alkyl:+.3f} e")
print(f"Mulliken charge of moving H, four-centre: {h_four:+.3f} e")
print("PASS")
```

Output:

```
MODEL
beta (chosen): 0.20 Ry
angle H-Al-C, Phi: 78.1 deg
mixing angle omega: 52.7 deg
barrier with p: 0.427 beta
barrier with p: 0.0854 Ry
barrier with p: 112 kJ/mol
smallest gap with p: 0.444 beta
barrier without p: 1.465 beta
barrier without p: 0.2930 Ry
barrier without p: 385 kJ/mol
crossing without p at theta: 52.1 deg
barrier, p level raised by 0 beta: 0.427 beta
barrier, p level raised by 1 beta: 0.993 beta
barrier, p level raised by 2 beta: 1.186 beta
barrier, p level raised by 5 beta: 1.344 beta
C_beta charge at barrier: +0.445 e
d(barrier)/d(C_beta level): -0.445
barrier, omega = 0 (one Al orbital): 1.172 beta
barrier, omega = 90 deg (pure p): 0.136 beta
barrier, omega = 180 deg: 0.000 beta
HARTREE-FOCK, H2Al-C2H5, fixed geometries
alkyl: Al-C, C-C, C-H = 1.98, 1.54, 1.09 angstrom
alkyl: angles Al-C-C, C-C-H = 112, 111 deg
alkyl: Al...H = 2.79 angstrom
four-centre: Al-C, C-C, C-H = 2.10, 1.40, 1.65 angstrom
four-centre: angles Al-C-C, C-C-H = 85, 104 deg
four-centre: Al...H = 1.69 angstrom
energy rise, full basis: 0.1416 Ry
energy rise, no Al d: 0.1503 Ry
energy rise, no Al d, no valence p: 0.1931 Ry
extra rise from deleting p: 0.0428 Ry
extra rise from deleting p: 56 kJ/mol
extra rise from deleting d: 0.0088 Ry
extra rise from deleting d: 11 kJ/mol
Mulliken Al valence p, alkyl: 0.021 electrons
Mulliken Al valence p, four-centre: 0.296 electrons
Mulliken charge of moving H, alkyl: +0.118 e
Mulliken charge of moving H, four-centre: -0.181 e
PASS
```
